**Planar Dirac-Coulomb problem: ground energy, spectrum and critical charge**

For an electron in a plane bound to a point charge $Z$, the ground energy is $E=c^2\sqrt{1-4Z^2/c^2}$ for $0<Z<c/2$, where $c$ is the speed of light in Hartree atomic units and finite $\langle1/r\rangle$ is required. The program inserts the series spinors into the Cartesian Dirac equation and asserts that the residual vanishes to high precision. A separate phase-angle integration with a small constant-potential core finds nine levels for $Z=40$, and the program asserts that they agree in number and value with the derived spectrum. It also asserts the mean values of $r$ and $1/r$, the weight of the lower component, and the Schrödinger limit $-2Z^2$ of $E-c^2$. The solution behaving as $r^{-\gamma}$, with $\gamma=\sqrt{1/4-Z^2/c^2}$, is shown to be normalizable but to have a divergent $\langle1/r\rangle$. For $Z=40$ the output gives $E-c^2=-3532.19$ hartree, 10.4% more binding than the non-relativistic value. With a shrinking core, the level converges as $R^{2\gamma}$ at $Z/c=0.45$, tends to zero logarithmically at $0.50$, and falls to $-0.999\,c^2$ at a finite core radius $R$ at $0.60$.

## Program and output

```python
# Result under test: the planar Dirac-Coulomb Hamiltonian
#   H = c (sx px + sy py) + sz c^2 - Z/r      (Hartree atomic units, mass 1)
# has, for 0 < Z < c/2 and finite <1/r>, the ground energy
#   E = c^2 sqrt(1 - 4 Z^2/c^2),  with E - c^2 -> -2 Z^2 for large c.
# Symbols: j = half-integer total angular momentum, N = radial quantum number,
# gamma = sqrt(j^2 - Z^2/c^2), alpha = Z/c, eps = E/c^2.
# The phase-angle solver uses lengths in 1/c and energies in c^2. It replaces
# the potential inside a small core radius by its value at the core edge.
import math
import numpy as np
import mpmath as mp
from scipy import constants
from scipy.integrate import odeint
from scipy.linalg import eigh
from scipy.optimize import brentq
from scipy.special import jv

mp.mp.dps = 40
c = 1.0 / constants.fine_structure
Z = 40.0
alpha = Z / c
C, Q = mp.mpf(c), mp.mpf(Z)


def gamma_of(j):
    return mp.sqrt(mp.mpf(j)**2 - (Q / C)**2)


def level(N, j):
    return C**2 / mp.sqrt(1 + (Q / C)**2 / (N + gamma_of(j))**2)


# ---------- series solution, inserted into the Cartesian equation ----------
def spinor(x, y, E, j, gam, terms):
    r = mp.sqrt(x * x + y * y)
    mu = mp.sqrt((C**2 - E) / (C**2 + E))
    lam = mp.sqrt(C**4 - E**2) / C
    nu = Q * E / (C**2 * lam)
    t, F, G = mp.mpf(1), mp.mpf(0), mp.mpf(0)
    for k in range(terms):
        if k > 0:
            t *= 2 * lam * r * (k - 1 + gam - nu) / (k * (k + 2 * gam))
        s = gam + k
        F += (C * (s + j) + mu * Q) * t
        G += (Q + mu * C * (j - s)) * t
    common = r**(gam - mp.mpf(1) / 2) * mp.exp(-lam * r)
    u = (x + 1j * y) / r
    m = int(round(j - 0.5))
    return common * F * u**m, 1j * common * G * u**(m + 1)


def residual(E, j, gam, terms):
    x0, y0 = mp.mpf('0.011'), mp.mpf('-0.007')
    r = mp.sqrt(x0**2 + y0**2)
    psi = spinor(x0, y0, E, j, gam, terms)
    dx = [mp.diff(lambda x: spinor(x, y0, E, j, gam, terms)[i], x0)
          for i in (0, 1)]
    dy = [mp.diff(lambda y: spinor(x0, y, E, j, gam, terms)[i], y0)
          for i in (0, 1)]
    up = -1j * C * (dx[1] - 1j * dy[1]) + (C**2 - Q / r - E) * psi[0]
    low = -1j * C * (dx[0] + 1j * dy[0]) + (-C**2 - Q / r - E) * psi[1]
    return float((abs(up) + abs(low)) / (C**2 * (abs(psi[0]) + abs(psi[1]))))


g = gamma_of(0.5)
E0 = C**2 * mp.sqrt(1 - 4 * Q**2 / C**2)
checks = [residual(E0, 0.5, g, 1),
          residual(level(1, -0.5), -0.5, g, 2),
          residual(level(2, 1.5), 1.5, gamma_of(1.5), 3),
          residual(C**2 / 2, 0.5, g, 80),
          residual(C**2 / 2, -1.5, gamma_of(1.5), 80),
          residual(-E0, 0.5, -g, 1)]
worst_residual = max(checks)
assert worst_residual < 1e-14

# an unending series grows like exp(+lambda r)
Eg = mp.mpf('0.9') * C**2
lam_g = mp.sqrt(C**4 - Eg**2) / C
far = [abs(spinor(q / lam_g, mp.mpf(0), Eg, 0.5, g, 650)[0])
       for q in (60, 80)]
growth = float(mp.log(far[1] / far[0]) / 20)
assert abs(growth - 1) < 0.03


# ---------- moments by quadrature in ln r ----------
def moments(E, gam, power, decades):
    step = 0.1
    grid = np.arange(-decades * math.log(10), math.log(20 / Z), step)
    upper = lower = mp.mpf(0)
    for x in grid:
        r = mp.exp(mp.mpf(float(x)))
        a, b = spinor(r, mp.mpf(0), E, 0.5, gam, 1)
        upper += step * abs(a)**2 * r**(2 + power)
        lower += step * abs(b)**2 * r**(2 + power)
    return upper, lower


n_up, n_low = moments(E0, g, 0, 30)
norm = n_up + n_low
inv_r = float(sum(moments(E0, g, -1, 30)) / norm)
mean_r = float(sum(moments(E0, g, 1, 30)) / norm)
low_weight = float(n_low / norm)
ratio_gf = float(mp.sqrt(n_low / n_up))
gam = float(g)
assert abs(inv_r / (2 * Z / gam) - 1) < 1e-10
assert abs(mean_r / ((1 + 2 * gam) / (4 * Z)) - 1) < 1e-10
assert abs(low_weight - (1 - float(E0) / c**2) / 2) < 1e-10
assert abs(ratio_gf - c * (0.5 - gam) / Z) < 1e-10

# the rejected branch is normalizable, but its <1/r> diverges
rej = [sum(moments(-E0, -g, 0, d)) for d in (60, 120)]
rej_inv = [sum(moments(-E0, -g, -1, d)) for d in (60, 120)]
assert abs(rej[1] / rej[0] - 1) < 1e-8
assert rej_inv[1] / rej_inv[0] > 1e10


# ---------- independent phase-angle solver with a finite core ----------
def angle_rhs(theta, x, eps, a, j):
    r, th = math.exp(x), theta[0]
    return [r * (eps - math.cos(2 * th)) + a - j * math.sin(2 * th)]


def mismatch(eps, a, core, j=0.5):
    w = eps + a / core
    k = math.sqrt(w * w - 1)
    m = int(round(abs(j - 0.5)))
    F = jv(m, k * core)
    if j > 0:
        G = k * jv(m + 1, k * core) / (w + 1)
    else:
        G = -k * jv(m - 1, k * core) / (w + 1)
    lam = math.sqrt(1 - eps * eps)
    r_max = (40 + 3 * a / lam) / lam
    opts = dict(args=(eps, a, j), rtol=1e-12, atol=1e-12, mxstep=100000)
    out = odeint(angle_rhs, [math.atan2(G, F)],
                 [math.log(core), 0.0], **opts)[-1, 0]
    inn = odeint(angle_rhs, [math.atan2(lam, 1 + eps)],
                 [math.log(r_max), 0.0], **opts)[-1, 0]
    return out - inn


def ground(a, core):
    return brentq(mismatch, -0.999, 0.999, args=(a, core), xtol=1e-13)


def all_levels(a, core, j, lo, hi):
    first = math.ceil(mismatch(lo, a, core, j) / math.pi)
    last = math.floor(mismatch(hi, a, core, j) / math.pi)
    return [brentq(lambda e: mismatch(e, a, core, j) - n * math.pi,
                   lo, hi, xtol=1e-13) for n in range(first, last + 1)]


tiny = 1e-14
spectrum = []
for j in (0.5, -0.5, 1.5, -1.5, 2.5):
    found = all_levels(alpha, tiny, j, -0.99, 0.995)
    start = 0 if j > 0 else 1
    expected = [float(level(N, j)) / c**2 for N in range(start, 8)]
    expected = [e for e in expected if e < 0.995]
    assert len(found) == len(expected)
    assert np.allclose(found, expected, rtol=0, atol=1e-8)
    spectrum += [(j, start + i, e) for i, e in enumerate(found)]
eps_num = spectrum[0][2]
assert min(s[2] for s in spectrum) == eps_num
assert abs(eps_num - math.sqrt(1 - 4 * alpha**2)) < 1e-8

# slope of the independently computed energy against <1/r>
h = 1e-3
slope = (ground(alpha + h, tiny) - ground(alpha - h, tiny)) / (2 * h)
assert abs(-slope - inv_r / c) < 5e-5

# ---------- non-relativistic limit ----------
zeta, size = 1.5, 7


def radial_integral(n):
    return math.factorial(n) / (2 * zeta)**(n + 1)


S, H = np.zeros((size, size)), np.zeros((size, size))
for p in range(size):
    for q in range(size):
        S[p, q] = radial_integral(p + q + 1)
        kin = zeta**2 * S[p, q] - zeta * (p + q) * radial_integral(p + q)
        if p * q > 0:
            kin += p * q * radial_integral(p + q - 1)
        H[p, q] = kin / 2 - radial_integral(p + q)
schrodinger = eigh(H, S, eigvals_only=True)[0]
assert abs(schrodinger + 2) < 1e-6
weak = 0.05
weak_binding = (ground(weak, tiny) - 1) / weak**2
second = (weak_binding + 2) / weak**2
assert abs(second - (-2 - 4 * weak**2)) < 1e-3

# ---------- below, at and above the critical charge ----------
sub_cores = (1e-4, 1e-8, 1e-14)
sub = [ground(0.45, R) for R in sub_cores]
sub_limit = math.sqrt(1 - 4 * 0.45**2)
sub_gamma = math.sqrt(0.25 - 0.45**2)
rate = math.log((sub[1] - sub_limit) / (sub[2] - sub_limit)) / math.log(1e6)
assert abs(rate - 2 * sub_gamma) < 0.005

crit_cores = (1e-20, 1e-40, 1e-60)
crit = [ground(0.5, R) for R in crit_cores]
assert crit[0] > crit[1] > crit[2] > 0
gain = (1 / crit[2] - 1 / crit[1]) / (1 / crit[1] - 1 / crit[0])
assert abs(gain - 1) < 0.02

dive = math.exp(brentq(lambda x: mismatch(-0.999, 0.6, math.exp(x)),
                       math.log(1e-12), math.log(0.05)))
super_cores = [20 * dive, 5 * dive, 2 * dive]
sup = [ground(0.6, R) for R in super_cores]
assert sup[0] > sup[1] > sup[2] > -0.999

# ---------- worked example ----------
keV = constants.physical_constants['Hartree energy in eV'][0] / 1000
E = float(E0)
binding = E - c**2
print(f"speed of light c = {c:.6f} a.u.")
print(f"charge Z = {Z:.0f}, Z/c = {alpha:.6f}")
print(f"rest energy c^2 = {c**2:.4f} hartree")
print(f"gamma for j=1/2 = {gam:.6f}")
print(f"decay constant 2Z = {2*Z:.1f} 1/bohr")
print(f"ground energy E/c^2, formula = {E/c**2:.9f}")
print(f"ground energy E/c^2, phase-angle solver = {eps_num:.9f}")
print(f"ground energy E = {E:.4f} hartree")
print(f"E - c^2 = {binding:.4f} hartree = {binding*keV:.4f} keV")
print(f"-2Z^2 = {-2*Z**2:.4f} hartree")
print(f"-2Z^4/c^2 = {-2*Z**4/c**2:.4f} hartree")
print(f"-4Z^6/c^4 = {-4*Z**6/c**4:.4f} hartree")
three = -2*Z**2 - 2*Z**4/c**2 - 4*Z**6/c**4
print(f"sum of these three terms = {three:.4f} hartree")
print(f"binding increase over 2Z^2 = {100*(-binding/(2*Z**2)-1):.3f} %")
print(f"critical charge c/2 = {c/2:.6f}")
print(f"component ratio g/f = {ratio_gf:.6f}")
print(f"lower-component weight = {low_weight:.6f}")
print(f"<1/r> = {inv_r:.4f} 1/bohr; non-relativistic 4Z = {4*Z:.1f}")
print(f"<r> = {mean_r:.7f} bohr; non-relativistic 1/(2Z) = {1/(2*Z):.7f}")
print(f"rejected r^(-gamma) solution: E/c^2 = {-E/c**2:.6f}")
print(f"largest relative residual of Dirac equation = {worst_residual:.1e}")
print(f"growth rate of unending series / lambda = {growth:.4f}")
print("levels from phase-angle solver, window -0.99 < E/c^2 < 0.995:")
for j, N, e in spectrum:
    print(f"  j = {j:+.1f}, N = {N}: E/c^2 = {e:.8f}")
print(f"Schrodinger matrix ground energy / Z^2 = {schrodinger:.7f} hartree")
print(f"Z/c = {weak}: solver (E-c^2)/Z^2 = {weak_binding:.6f} hartree")
print(f"Z/c = 0.45: point-charge E/c^2 = {sub_limit:.7f}")
for R, e in zip(sub_cores, sub):
    print(f"  core R = {R:.0e} /c bohr: E/c^2 = {e:.7f}")
print(f"  convergence exponent = {rate:.4f}, 2 gamma = {2*sub_gamma:.4f}")
print("Z/c = 0.50, critical charge:")
for R, e in zip(crit_cores, crit):
    print(f"  core R = {R:.0e} /c bohr: E/c^2 = {e:.6f}")
print("Z/c = 0.60, above the critical charge:")
for R, e in zip(super_cores, sup):
    print(f"  core R = {R:.3e} /c bohr: E/c^2 = {e:.5f}")
print(f"  E/c^2 = -0.999 is reached at R = {dive:.3e} /c bohr")
print("verified")
```

Output:

```
speed of light c = 137.035999 a.u.
charge Z = 40, Z/c = 0.291894
rest energy c^2 = 18778.8651 hartree
gamma for j=1/2 = 0.405953
decay constant 2Z = 80.0 1/bohr
ground energy E/c^2, formula = 0.811905987
ground energy E/c^2, phase-angle solver = 0.811905987
ground energy E = 15246.6730 hartree
E - c^2 = -3532.1921 hartree = -96.1158 keV
-2Z^2 = -3200.0000 hartree
-2Z^4/c^2 = -272.6469 hartree
-4Z^6/c^4 = -46.4602 hartree
sum of these three terms = -3519.1072 hartree
binding increase over 2Z^2 = 10.381 %
critical charge c/2 = 68.518000
component ratio g/f = 0.322196
lower-component weight = 0.094047
<1/r> = 197.0672 1/bohr; non-relativistic 4Z = 160.0
<r> = 0.0113244 bohr; non-relativistic 1/(2Z) = 0.0125000
rejected r^(-gamma) solution: E/c^2 = -0.811906
largest relative residual of Dirac equation = 5.1e-41
growth rate of unending series / lambda = 0.9840
levels from phase-angle solver, window -0.99 < E/c^2 < 0.995:
  j = +0.5, N = 0: E/c^2 = 0.81190599
  j = +0.5, N = 1: E/c^2 = 0.97912101
  j = +0.5, N = 2: E/c^2 = 0.99272079
  j = -0.5, N = 1: E/c^2 = 0.97912101
  j = -0.5, N = 2: E/c^2 = 0.99272079
  j = +1.5, N = 0: E/c^2 = 0.98088346
  j = +1.5, N = 1: E/c^2 = 0.99309688
  j = -1.5, N = 1: E/c^2 = 0.99309688
  j = +2.5, N = 0: E/c^2 = 0.99316044
Schrodinger matrix ground energy / Z^2 = -2.0000000 hartree
Z/c = 0.05: solver (E-c^2)/Z^2 = -2.005025 hartree
Z/c = 0.45: point-charge E/c^2 = 0.4358899
  core R = 1e-04 /c bohr: E/c^2 = 0.4454449
  core R = 1e-08 /c bohr: E/c^2 = 0.4360624
  core R = 1e-14 /c bohr: E/c^2 = 0.4358903
  convergence exponent = 0.4359, 2 gamma = 0.4359
Z/c = 0.50, critical charge:
  core R = 1e-20 /c bohr: E/c^2 = 0.042978
  core R = 1e-40 /c bohr: E/c^2 = 0.021608
  core R = 1e-60 /c bohr: E/c^2 = 0.014430
Z/c = 0.60, above the critical charge:
  core R = 6.362e-03 /c bohr: E/c^2 = -0.15329
  core R = 1.591e-03 /c bohr: E/c^2 = -0.44402
  core R = 6.362e-04 /c bohr: E/c^2 = -0.71268
  E/c^2 = -0.999 is reached at R = 3.181e-04 /c bohr
verified
```
